# Seniority and the Coefficient of Racah's C in the d^N Shell, part 2

The problem is how Racah's parameters $B$ and $C$ enter the energies of $d^N$, and which of them mixes terms with the same $S$ and $L$ (total spin and orbital momentum). $N$ electrons, with $N$ also the number operator, occupy one $l=2$ shell with a common radial function $R(r)$ in a spherical field. Spin-orbit coupling and other configurations are left out. Hartree atomic units are used.

The five real, orthonormal orbitals are $d_a(\mathbf n)$, with $\mathbf n$ a unit vector. The operator $a^\dagger_{a\sigma}$ creates an electron in $d_a$ with spin $\sigma=\uparrow,\downarrow$, and $\{a_{a\sigma},a^\dagger_{b\tau}\}=\delta_{ab}\delta_{\sigma\tau}$. The Slater integrals and two-electron integrals are

$$F^k=\int_0^\infty\!\!\int_0^\infty \frac{r_<^k}{r_>^{k+1}}R(r)^2R(r')^2\,r^2r'^2\,dr\,dr',\tag{2}$$

$$(ab|cd)=\sum_kF^k\!\int\!\!\int d_a(\mathbf n)d_b(\mathbf n)P_k(\mathbf n\cdot\mathbf n')d_c(\mathbf n')d_d(\mathbf n')\,d\Omega\,d\Omega'.\tag{3}$$

Here $P_k$ is a Legendre polynomial and only $k=0,2,4$ contribute. The spherical harmonics satisfy

$$\sum_mY_{km}(\mathbf n)Y_{km}^*(\mathbf n')=\frac{2k+1}{4\pi}P_k(\mathbf n\cdot\mathbf n'),\tag{4}$$

$$\int P_k(\mathbf n\cdot\mathbf n')Y_l(\mathbf n')\,d\Omega'=\frac{4\pi}{2k+1}\,\delta_{kl}\,Y_l(\mathbf n).\tag{5}$$

Racah's parameters and the repulsion $V$ are

$$A=F^0-\tfrac19F^4,\qquad B=\tfrac1{49}F^2-\tfrac5{441}F^4,\qquad C=\tfrac5{63}F^4,\tag{6}$$

$$V=A\,h_A+B\,h_B+C\,h_C,\tag{8}$$

$$h_A=\tfrac12N(N-1).\tag{9}$$

The operator $h_B$ is the repulsion with $F^2=49$ and $F^0=F^4=0$; its integrals are written $(ab|cd)_B$. The operator $h_C$ acts as a contact repulsion, which vanishes for two electrons in a triplet state. On a two-electron orbital function $\sum_{ac}\psi_{ac}\,d_a(1)d_c(2)$ it gives

$$(h_C\psi)_{ac}=\psi_{ac}+\delta_{ac}\,\mathrm{Tr}\,\psi+\psi_{ca}.\tag{21}$$

Its value for $^1S$ in $d^2$, the zero-coupled pair, is 7. Such a pair is added by $P^\dagger$ and removed by $P$:

$$P^\dagger=\sum_aa^\dagger_{a\uparrow}a^\dagger_{a\downarrow},\qquad P=\sum_aa_{a\downarrow}a_{a\uparrow}.\tag{23}$$

For every $N$ from 0 to 10, with $\mathbf S^2$ the square of the total spin, it was shown that

$$h_C=\tfrac14N(N+2)-\mathbf S^2+P^\dagger P.\tag{26}$$

**Quasispin.** For a single orbital let $p^\dagger=a^\dagger_\uparrow a^\dagger_\downarrow$ and $p=a_\downarrow a_\uparrow$, with occupation numbers $n_\uparrow,n_\downarrow$. Then $p^\dagger p=n_\uparrow n_\downarrow$ and $pp^\dagger=(1-n_\uparrow)(1-n_\downarrow)$, so that $[p^\dagger,p]=n_\uparrow+n_\downarrow-1$. Pair operators of different orbitals commute. Summing over five orbitals gives $[P^\dagger,P]=N-5$. Also $[N,P^\dagger]=2P^\dagger$, since a pair adds two electrons. With

$$Q_+=P^\dagger,\qquad Q_-=P,\qquad Q_z=\tfrac12(N-5),\tag{27}$$

these relations become $[Q_+,Q_-]=2Q_z$ and $[Q_z,Q_+]=Q_+$, the algebra of an angular momentum. It is called quasispin, and

$$P^\dagger P=Q_+Q_-=\mathbf Q^2-Q_z^2+Q_z.\tag{28}$$

Quasispin commutes with the ordinary spin. Raising or lowering a spin in $a^\dagger_{a\uparrow}a^\dagger_{a\downarrow}$ gives two identical creation operators, whose product is zero, and the spin projection of the pair is zero. It also commutes with the orbital momentum: a rotation mixes the real orbitals by an orthogonal matrix, which leaves the sum over $a$ in $P^\dagger$ unchanged. States can therefore be labelled by $N$, $Q$, $S$ and $L$ together.

**Seniority.** Let a state of $v$ electrons satisfy $P\psi=0$, so that no zero-coupled pair can be removed from it. In quasispin language it is annihilated by $Q_-$, and is the lowest member of a multiplet. Its projection is $Q_z=\tfrac12(v-5)=-Q$, hence

$$Q=\tfrac12(5-v).\tag{29}$$

Adding pairs with $P^\dagger$ raises $Q_z$ and leaves $Q$ unchanged. The number $v$ is the seniority of every state in this ladder, which extends from $N=v$ to $N=10-v$. Every state of the shell is a sum of members of such ladders, because the finite-dimensional Fock space decomposes into quasispin multiplets. States of different $v$ are orthogonal, since they belong to different eigenvalues of the Hermitian operator $\mathbf Q^2$.

Inserting (29) and (27) in (28), with $Q(Q+1)=\tfrac14(5-v)(7-v)$ and $Q_z(Q_z-1)=\tfrac14(N-5)(N-7)$, gives

$$P^\dagger P=\tfrac14\left[(35-12v+v^2)-(N^2-12N+35)\right]=\tfrac14(N-v)(12-N-v).\tag{30}$$

**The coefficient of C.** Adding (30) in its expanded form to the rest of (26),

$$\begin{aligned}
c(N,v,S)&=\tfrac14\left[N^2+2N+12N-N^2-12v+v^2\right]-S(S+1)\\
&=\tfrac14\left[14N-12v+v^2\right]-S(S+1)\\
&=\tfrac72(N-v)+\tfrac14v(v+2)-S(S+1).
\end{aligned}\tag{31}$$

In the last line $14N$ was written as $14(N-v)+14v$. Since $h_C$ is a function of the commuting operators $N$, $\mathbf S^2$ and $\mathbf Q^2$, it has no matrix elements between states of different seniority, and its diagonal value is (31). The orbital momentum is absent. This was tested, as an operator equation on each complete seniority space, for all $N$ from 0 to 10, with $h_C$ taken from the Coulomb integrals.

Each part of (31) has a meaning. Each of the $\tfrac12(N-v)$ applications of $P^\dagger$ raises the coefficient by 7. For the first pair in an empty shell this is the value found for $^1S$ in $d^2$. In general the 7 includes the repulsion of the added pair with the other electrons: in $d^3$ with $v=1$ the pair is confined to four orbitals and contributes $1+4+1=6$ by (21), and its repulsion with the unpaired electron supplies the remaining 1. The remainder is $\tfrac v2(\tfrac v2+1)-S(S+1)$. It vanishes when the $v$ unpaired electrons have all spins parallel, as it must for a contact interaction, and it grows as their spin is reduced. In $d^5$, for example, the value is 0 for $v=5$, $S=\tfrac52$ and 14 for $v=1$, $S=\tfrac12$.

For two states of equal $N$ and $S$ with $v<v'$, the terms that depend on seniority are $\tfrac14v^2-3v$, and

$$c(N,v,S)-c(N,v',S)=\tfrac14(v'-v)(12-v-v')>0.\tag{32}$$

The sign holds because $v+v'<10$. At equal spin, lower seniority costs more $C$.

**Repeated terms.** A term is repeated when the same $S$ and $L$ occur more than once in $d^N$. Symmetry under rotations of space and spin then permits off-diagonal elements of $V$. Between states of definite seniority, $C$ contributes nothing to these elements: $h_C$ does not connect different $v$, and for two terms with the same $v$ it would be a common constant by (31).

In the $d$ shell, repeated terms always differ in seniority. This is a matter of finite enumeration: each seniority space was divided by diagonalizing $\mathbf S^2$ and $\mathbf L^2$, and it was tested for every $N$ that each combination $(v,S,L)$ occurs once. The labels $N,v,S,L$ thus identify every term.

In (8), $A$ multiplies a constant and $C$ multiplies an operator that is diagonal in these labels. All off-diagonal elements between repeated terms are therefore proportional to $B$. This holds in the seniority basis. In an orthonormal basis whose states mix the two seniorities, $h_C$ has off-diagonal elements, because by (32) its two diagonal values differ.

The magnitudes of the couplings are listed in the numerical output. For the two $^2D$ terms of $d^3$ the element is $13.75\,B$, and for the two $^3F$ terms of $d^4$ it is $12\,B$. In $d^5$, however, several elements of $h_B$ vanish as well. That $B$ is the sole source of mixing does not mean that it mixes every pair.

**Two sums for B.** The explanation for $d^5$ needs two sums over the integrals of $h_B$. The first contains $\sum_ad_a^2=5/4\pi$, a constant, which $P_2$ integrates to zero by (5):

$$\sum_a(aa|cd)_B=0.\tag{33}$$

For the second, (4) gives $\sum_bd_b(\mathbf n)d_b(\mathbf n')=\tfrac5{4\pi}P_2(\mathbf n\cdot\mathbf n')$. The integrand then contains $P_2^2=\tfrac15P_0+\tfrac27P_2+\tfrac{18}{35}P_4$, of which by (5) only the middle term acts on a $d$ orbital, with the factor $4\pi/5$:

$$\sum_b(ab|bd)_B=49\cdot\frac5{4\pi}\cdot\frac27\cdot\frac{4\pi}5\,\delta_{ad}=14\,\delta_{ad}.\tag{34}$$

**The half-filled shell.** Let $E_{ab}=\sum_\sigma a^\dagger_{a\sigma}a_{b\sigma}$. Moving $a_{b\sigma}$ past $a^\dagger_{c\tau}$ gives $\sum_{\sigma\tau}a^\dagger_{a\sigma}a^\dagger_{c\tau}a_{d\tau}a_{b\sigma}=E_{ab}E_{cd}-\delta_{bc}E_{ad}$. With (34) and $\sum_aE_{aa}=N$,

$$h_B=\tfrac12\sum(ab|cd)_BE_{ab}E_{cd}-7N.\tag{35}$$

Now rotate the quasispin by $\pi$ with $R=e^{\pi X/2}$, $X=P^\dagger-P$. The anticommutation rules give, within each orbital,

$$[X,a^\dagger_\uparrow]=-a_\downarrow,\quad[X,a_\downarrow]=a^\dagger_\uparrow,\quad[X,a^\dagger_\downarrow]=a_\uparrow,\quad[X,a_\uparrow]=-a^\dagger_\downarrow.\tag{36}$$

Each pair of operators turns into itself like the components of a plane vector. For instance, $e^{\theta X}a^\dagger_\uparrow e^{-\theta X}=\cos\theta\,a^\dagger_\uparrow-\sin\theta\,a_\downarrow$. At $\theta=\pi/2$ the replacements are $a^\dagger_\uparrow\to-a_\downarrow$, $a^\dagger_\downarrow\to a_\uparrow$, $a_\uparrow\to-a^\dagger_\downarrow$ and $a_\downarrow\to a^\dagger_\uparrow$. Electrons become holes, and

$$RE_{ab}R^{-1}=\sum_\sigma a_{a\sigma}a^\dagger_{b\sigma}=2\delta_{ab}-E_{ba}.\tag{37}$$

Insert this in (35). In the product $(2\delta_{ab}-E_{ba})(2\delta_{cd}-E_{dc})$, every term with a Kronecker delta vanishes on summation by (33). The remaining term $E_{ba}E_{dc}$ returns to the original form when $a,b$ and $c,d$ are interchanged, since the integrals for real orbitals are symmetric. The last term of (35) becomes $-7(10-N)$. Subtracting (35),

$$Rh_BR^{-1}-h_B=-70+7N+7N=-70\left(1-\tfrac N5\right).\tag{38}$$

The number $-70$ is the value of $h_B$ in the closed shell $d^{10}$: there $E_{ab}=2\delta_{ab}$, the quadratic part of (35) vanishes by (33), and $-7\cdot10$ remains.

At $N=5$ the right side of (38) is zero, and $h_B$ commutes with $R$. Since $X=Q_+-Q_-=2iQ_y$, $R=e^{i\pi Q_y}$ is a rotation by $\pi$ about the $y$ axis. At half filling $Q_z=0$, and a state with projection zero transforms as the Legendre polynomial $P_Q(\cos\theta)$ does under $\cos\theta\to-\cos\theta$. It acquires the factor $(-1)^Q$. A nonzero element of $h_B$ therefore requires $Q$ and $Q'$ of equal parity.

By (29), $v=1,3,5$ correspond to $Q=2,1,0$. Elements with $v'-v=2$ vanish. Those between $v=1$ and $v=5$ are allowed, and for $^2D$ the computed magnitude is $22.45\,B$. The third $^2D$ term, with $v=3$, is not mixed with either, and the two $^2F$ terms and the two $^2G$ terms of $d^5$ are unmixed.

**Worked example: the two $^2D$ terms of $d^3$.** Round model parameters are taken, $B=0.004$ and $C=0.016$ hartree. The constant $3A$ is left out of all energies. The seniorities are 1 and 3, and (31) gives

$$c(3,1,\tfrac12)=7+\tfrac34-\tfrac34=7,\qquad c(3,3,\tfrac12)=0+\tfrac{15}4-\tfrac34=3.\tag{39}$$

The elements of $h_B$, from explicit construction of the states, are $b_{11}=7$, $b_{33}=3$ and $|b_{13}|=13.7477$, with $b_{13}^2=189$. The subscripts are the seniorities.

The first of these can be found by hand. Put $J_{ab}=(aa|bb)_B$ and $K_{ab}=(ab|ab)_B$. The normalized state $\tfrac12P^\dagger a^\dagger_{x\uparrow}|0\rangle$ contains four determinants, in which a doubly filled orbital $a\neq x$ accompanies the electron in $x$. The energy of one determinant is $J_{aa}+2J_{ax}-K_{ax}$, and the element that moves the pair from $a$ to $b$ is $K_{ab}$. Since $K_{aa}=J_{aa}$,

$$b_{11}=\frac14\Big[\sum_{a,b\neq x}K_{ab}+2\sum_{a\neq x}J_{ax}-\sum_{a\neq x}K_{ax}\Big].\tag{40}$$

By (33) and (34), $\sum_aJ_{ax}=0$ and $\sum_aK_{ax}=14$. The three sums in (40) are then $70-28+J_{xx}$, $-J_{xx}$ and $14-J_{xx}$. The self-repulsion $J_{xx}$ cancels, and $b_{11}=\tfrac14(42-14)=7$.

The matrix elements, in hartree, are

$$\begin{aligned}
V_{11}&=7(0.004)+7(0.016)=0.140,\\
V_{33}&=3(0.004)+3(0.016)=0.060,\\
|V_{13}|&=13.7477\,(0.004)=0.05499.
\end{aligned}\tag{41}$$

The mean of the diagonal elements is $0.100$ and half their difference is $0.040$. The levels are

$$E_\pm=0.100\pm\sqrt{0.040^2+0.05499^2}=0.100\pm0.068.\tag{42}$$

The lower level is at $0.032$ hartree ($0.871$ eV) and the upper one at $0.168$ hartree ($4.572$ eV). Both were tested against diagonalization of the repulsion among all 120 determinants of $d^3$, where each appears ten times, as a $^2D$ term must.

The weight of $v=1$ in the upper state is

$$w=\frac12\left(1+\frac{0.040}{0.068}\right)=0.794.\tag{43}$$

**How C influences the mixing.** For general parameters, half the diagonal difference is $2(B+C)$, and

$$E_\pm=5B+5C\pm\sqrt{4(B+C)^2+189B^2}.\tag{44}$$

The parameter $C$ does not couple the two terms, but it separates them and so changes the degree to which $B$ mixes them. At $B=0.004$ hartree the weight $w$ is $0.572$ for $C=0$, $0.794$ for $C=0.016$ hartree and $0.975$ for $C=0.080$ hartree. When $C\gg B>0$, the admixture of $v=3$ in the upper state is, to leading order, the square of the ratio of the coupling to the full separation, $189B^2/(16C^2)$. With $B=0$ and $C=0.016$ hartree the weight is 1: the states have pure seniority, however large $C$ may be. The cases $C=0$, $C=0.080$ hartree and $B=0$ are formal. Since $r_</r_>\le1$, the integrals (2) of one radial function obey $0<F^4\le F^2$, and (6) then gives $B>0$ and $0<C/B\le35/4$, so that $w$ stays below $0.91$. In this range the leading-order formula is not accurate: at $C/B=4$ it gives $0.74$, against the exact $0.206$.

Equation (44) also shows that the energy of a mixed term is not linear in $C$. The coefficient (31) belongs to the matrix element. The slope of an eigenvalue with respect to $C$ at fixed $B$ is the expectation value of $h_C$ in the eigenstate, because the first-order change of a normalized eigenvector does not alter its energy. For the upper level of the example this slope is $7(0.794)+3(0.206)=6.2$, between the two pure values.

**Conditions.** The results concern the repulsion within one $d$ shell. If spin-orbit coupling or a crystal field is added to the Hamiltonian, (26) remains true for the $C$ part of the repulsion, but the added operators bring couplings of their own, and $S$ or $L$ may cease to label the eigenstates. Interaction with other configurations involves further radial integrals, which the three parameters do not contain.

## Values computed for the example and the checks

```
F0, F2, F4 for A=B=0, C=1: 1.4000 7.0000 12.6000
closed shell d^10, coefficient of B: -70.0000
Coefficient of C, from the Coulomb operator:
  d^2 v=0 S=0.0: 7.0000
  d^2 v=2 S=0.0: 2.0000
  d^2 v=2 S=1.0: 0.0000
  d^3 v=1 S=0.5: 7.0000
  d^3 v=3 S=0.5: 3.0000
  d^3 v=3 S=1.5: 0.0000
  d^4 v=0 S=0.0: 14.0000
  d^4 v=2 S=0.0: 9.0000
  d^4 v=2 S=1.0: 7.0000
  d^4 v=4 S=0.0: 6.0000
  d^4 v=4 S=1.0: 4.0000
  d^4 v=4 S=2.0: 0.0000
  d^5 v=1 S=0.5: 14.0000
  d^5 v=3 S=0.5: 10.0000
  d^5 v=3 S=1.5: 7.0000
  d^5 v=5 S=0.5: 8.0000
  d^5 v=5 S=1.5: 5.0000
  d^5 v=5 S=2.5: 0.0000
Repeated terms, |coupling| / B and / C:
  d^3 2D v=1,3: 13.7477 0.0000
  d^4 1S v=0,4: 27.4955 0.0000
  d^4 1D v=2,4: 16.9706 0.0000
  d^4 1G v=2,4: 13.2665 0.0000
  d^4 3P v=2,4: 14.9666 0.0000
  d^4 3F v=2,4: 12.0000 0.0000
  d^5 2D v=1,3: 0.0000 0.0000
  d^5 2D v=1,5: 22.4499 0.0000
  d^5 2D v=3,5: 0.0000 0.0000
  d^5 2F v=3,5: 0.0000 0.0000
  d^5 2G v=3,5: 0.0000 0.0000
Example d^3 2D: B = 0.0040 hartree, C = 0.0160 hartree
b11 = 7.0000, b33 = 3.0000, |b13| = 13.7477, b13^2 = 189.0000
diagonal v=1: 0.140000 hartree
diagonal v=3: 0.060000 hartree
|off-diagonal|: 0.054991 hartree
lower level - 3A: 0.032000 hartree = 0.8708 eV
upper level - 3A: 0.168000 hartree = 4.5715 eV
v=1 weight in the upper 2D level (B, C in hartree):
  B=0.004 C=0.000: 0.5720
  B=0.004 C=0.016: 0.7941
  B=0.004 C=0.080: 0.9752
  B=0.000 C=0.016: 1.0000
```
